# Effective lateral conductivity of a vapour chamber core: a numerical check

```python
"""Effective lateral conductivity of the vapour core of a vapour chamber.

Result under test, per unit area of vapour core:
  k = L^2/(T h) / [12 mu_v/(rho_v^2 h^3) + mu_l/(rho_l^2 K t)]
and, for negligible liquid resistance, k = h^2 rho_v^2 L^2/(12 mu_v T).
h: vapour gap, L: latent heat per mass, T: temperature,
rho_v, rho_l: vapour and liquid densities, mu_v, mu_l: viscosities,
K, t: permeability and thickness of the wick that returns the liquid.
The general tests use a van der Waals fluid in reduced units.
The example uses SI units and rough, round model parameters.
"""
import numpy as np
from scipy.constants import R, g as gravity
from scipy.integrate import (solve_ivp, solve_bvp, simpson,
                             cumulative_trapezoid)
from scipy.optimize import brentq


def mean_speed(gap, viscosity, pressure_fall, slip_length=0.0):
    """Mean channel speed from a finite-difference momentum balance."""
    n = 201
    y = np.linspace(0.0, gap, n)
    d = y[1] - y[0]
    A = np.zeros((n, n))
    b = np.full(n, -pressure_fall * d**2 / viscosity)
    for i in range(1, n - 1):
        A[i, i - 1:i + 2] = [1.0, -2.0, 1.0]
    s = slip_length / (2 * d)
    A[0, :3] = [1 + 3 * s, -4 * s, s]
    A[-1, -3:] = [s, -4 * s, 1 + 3 * s]
    b[0] = b[-1] = 0.0
    return simpson(np.linalg.solve(A, b), x=y) / gap


# ---------- van der Waals fluid, reduced units ----------
def vdw_pressure(T, v):
    return 8 * T / (3 * v - 1) - 3 / v**2


def volumes(T, p):
    """Liquid and vapour specific volumes at given T and p."""
    r = np.roots([3 * p, -(p + 8 * T), 9.0, -3.0])
    r = r[np.abs(r.imag) < 1e-7].real
    return r.min(), r.max()


def chemical_potential(T, p, v):
    # purely thermal terms are equal in both phases and are omitted
    return -(8 * T / 3) * np.log(3 * v - 1) - 3 / v + p * v


def enthalpy(p, v):
    return -3 / v + p * v


def potential_gap(T, p_vap, p_liq):
    v_vap = volumes(T, p_vap)[1]
    v_liq = volumes(T, p_liq)[0]
    return (chemical_potential(T, p_vap, v_vap)
            - chemical_potential(T, p_liq, v_liq))


def saturation_pressure(T):
    r = np.roots([4 * T, -9.0, 6.0, -1.0]).real
    r = np.sort(r[r > 1 / 3])
    low = max(vdw_pressure(T, r[0]) * (1 + 1e-6), 1e-5)
    high = vdw_pressure(T, r[-1]) * (1 - 1e-6)
    return brentq(lambda p: potential_gap(T, p, p), low, high,
                  xtol=1e-15, rtol=1e-14)


def direct_conductivity(T, gap, wick):
    """Heat flux over temperature slope between neighbouring stations.

    Both viscosities are one; wick = permeability times thickness.
    """
    p = saturation_pressure(T)
    v_liq, v_vap = volumes(T, p)
    mass_flow = mean_speed(gap, 1.0, 1.0) * gap / v_vap
    liquid_rise = mass_flow * v_liq / wick
    dx = 2e-5 * p
    station_T = []
    for s in (-1, 1):
        p_vap, p_liq = p - s * dx, p + s * liquid_rise * dx
        station_T.append(brentq(
            lambda x: potential_gap(x, p_vap, p_liq),
            T - 0.004, T + 0.004, xtol=1e-15, rtol=1e-14))
    slope = (station_T[1] - station_T[0]) / (2 * dx)
    heat_flux = mass_flow * (enthalpy(p, v_vap)
                             - enthalpy(p, v_liq)) / gap
    return -heat_flux / slope


worst_k, worst_slope = 0.0, 0.0
for T in (0.6, 0.75, 0.9):
    p = saturation_pressure(T)
    v_liq, v_vap = volumes(T, p)
    latent = enthalpy(p, v_vap) - enthalpy(p, v_liq)
    dT = 1e-4
    slope = (saturation_pressure(T + dT)
             - saturation_pressure(T - dT)) / (2 * dT)
    slope_law = latent / (T * (v_vap - v_liq))
    worst_slope = max(worst_slope, abs(slope / slope_law - 1))
    for gap in (1.0, 2.0):
        for wick in (0.02, np.inf):
            resistance = 12 * v_vap**2 / gap**3 + v_liq**2 / wick
            law = latent**2 / (T * gap * resistance)
            found = direct_conductivity(T, gap, wick)
            worst_k = max(worst_k, abs(found / law - 1))
# tolerances cover finite-difference and root-finding errors
assert worst_slope < 1e-5
assert worst_k < 2e-5

# ---------- example: rough values, water-chamber regime ----------
T0, p0, M, L = 330.0, 17e3, 0.018, 2.4e6
mu_v, mu_l, rho_l = 11e-6, 0.5e-3, 980.0
h, W, a, b, Q = 0.2e-3, 50e-3, 10e-3, 70e-3, 10.0
t_wick, K_wick, k_wick = 0.1e-3, 5e-11, 5.0
r_pore, sigma = 50e-6, 0.065
k_copper, t_copper = 390.0, 0.2e-3
cp_v, k_v, virial = 2000.0, 0.02, -8e-4


def p_sat(T):
    return p0 * np.exp(-L * M / R * (1 / T - 1 / T0))


def core_k(T):
    density = p_sat(T) * M / (R * T)
    return h**2 * density**2 * L**2 / (12 * mu_v * T)


rho_v = p0 * M / (R * T0)
k_core = core_k(T0)
m0 = Q / (W * L)
speed = m0 / (rho_v * h)
drop_linear = Q / W * (a + b) / (2 * k_core * h)
sensitivity = 2 * L * M / (R * T0**2) - 3 / T0


def full_drop(load):
    """Integrate vapour pressure along the chamber, variable density."""
    peak = load / (W * L)

    def temperature(p):
        return 1 / (1 / T0 - R / (L * M) * np.log(p / p0))

    def slope(x, y):
        flow = peak * (x / a if x < a else (a + b - x) / b)
        density = y[0] * M / (R * temperature(y[0]))
        return [-12 * mu_v * flow / (density * h**3)]

    p = p0
    for span in ((0, a), (a, a + b)):
        p = solve_ivp(slope, span, [p], rtol=1e-11,
                      atol=1e-9).y[0, -1]
    return T0 - temperature(p), p0 - p


drop_full, vapour_fall = full_drop(Q)
small_load = 0.01
assert abs(full_drop(small_load)[0]
           / (drop_linear * small_load / Q) - 1) < 2e-4
# remaining terms are second order in sensitivity times drop
assert abs(drop_full / drop_linear
           - 1 - sensitivity * drop_linear / 2) < 3e-3

# rarefaction: slip length equal to the mean free path
free_path = mu_v / p0 * np.sqrt(np.pi * R * T0 / (2 * M))
Kn = free_path / h
slip_gain = (mean_speed(h, mu_v, 1.0, free_path)
             / mean_speed(h, mu_v, 1.0))
assert abs(slip_gain - 1 - 6 * Kn) < 1e-6


def gradient_factor(Re_wall):
    """Pressure-gradient factor for uniform flow through one wall."""
    def equations(s, y, par):
        return np.vstack((y[1], y[2],
                          par[0] - Re_wall * (y[1]**2 - y[0] * y[2])))

    def boundaries(start, end, par):
        return np.array([start[0] - 1, start[1], end[0], end[1]])

    s = np.linspace(0, 1, 41)
    guess = np.vstack((1 - 3 * s**2 + 2 * s**3,
                       -6 * s + 6 * s**2, -6 + 12 * s))
    sol = solve_bvp(equations, boundaries, s, guess, p=[12.0], tol=1e-9,
                    max_nodes=20000)
    assert sol.success
    return sol.p[0] / 12


Re_evap = m0 / a * h / mu_v
Re_cond = -m0 / b * h / mu_v
inertia_slope = (gradient_factor(0.01) - gradient_factor(-0.01)) / 0.02
assert abs(inertia_slope - 27 / 140) < 1e-4
f_evap, f_cond = gradient_factor(Re_evap), gradient_factor(Re_cond)
inertia_net = (a * f_evap + b * f_cond) / (a + b) - 1
assert abs(inertia_net) < 0.1 * abs(f_evap - 1)

# liquid resistance relative to vapour resistance
R_vap = 12 * mu_v / (rho_v**2 * h**3)
R_liq = mu_l / (rho_l**2 * K_wick * t_wick)

# vapour temperature across the gap at peak flow, far plate insulated
y = np.linspace(0, h, 2001)
u = 6 * speed * (y / h) * (1 - y / h)
shear = 6 * speed / h * (1 - 2 * y / h)
p_x = -12 * mu_v * speed / h**2
T_x = -Q / (W * h * k_core)
curvature = (rho_v * cp_v * u * T_x - u * p_x - mu_v * shear**2) / k_v
first = cumulative_trapezoid(curvature, y, initial=0)
offset = cumulative_trapezoid(first - first[-1], y, initial=0)
vapour_offset = np.max(np.abs(offset))


def interface_drop(accommodation):
    """Liquid-to-vapour drops from kinetic evaporation flux, summed."""
    factor = (2 * accommodation / (2 - accommodation)
              * np.sqrt(M / (2 * np.pi * R)))
    total = 0.0
    for flux in (m0 / a, -m0 / b):
        T_liq = brentq(lambda T: factor * (p_sat(T) / np.sqrt(T)
                       - p0 / np.sqrt(T0)) - flux, T0 - 5, T0 + 5)
        total += abs(T_liq - T0)
    return total


wick_drop = Q / W * (1 / a + 1 / b) * t_wick / k_wick
liquid_fall = (mu_l * m0 / (rho_l * K_wick * t_wick)) * (a + b) / 2
capillary = 2 * sigma / r_pore
head = rho_l * gravity * (a + b)
assert vapour_fall + liquid_fall < capillary
stack = h + t_wick + t_copper
k_stack = (k_core * h + k_copper * t_copper) / stack
gap_equal = np.sqrt(12 * mu_v * T0 * k_copper) / (rho_v * L)
density_shift = -virial * p0 / (R * T0)

print(f"vdW test, worst error of k: {worst_k:.1e}")
print(f"vdW test, worst error of saturation slope: {worst_slope:.1e}")
print(f"Temperature: {T0:.0f} K; vapour pressure: {p0/1e3:.0f} kPa")
print(f"Molar mass: {M*1e3:.0f} g/mol; latent heat: {L/1e6:.1f} MJ/kg")
print(f"Viscosity, vapour: {mu_v*1e6:.0f} uPa s")
print(f"Viscosity, liquid: {mu_l*1e3:.1f} mPa s")
print(f"Liquid density: {rho_l:.0f} kg/m3")
print(f"Gap: {h*1e3:.1f} mm; width: {W*1e3:.0f} mm; load: {Q:.0f} W")
print(f"Heated length: {a*1e3:.0f} mm; cooled: {b*1e3:.0f} mm")
print(f"Wick: {t_wick*1e3:.1f} mm, permeability {K_wick:.0e} m2")
print(f"Wick conductivity: {k_wick:.0f} W/(m K)")
print(f"Pore radius: {r_pore*1e6:.0f} um; tension: {sigma:.3f} N/m")
print(f"Copper: {k_copper:.0f} W/(m K), total {t_copper*1e3:.1f} mm")
print(f"Vapour heat capacity: {cp_v:.0f} J/(kg K)")
print(f"Vapour molecular conductivity: {k_v:.2f} W/(m K)")
print(f"Second virial coefficient: {virial*1e6:.0f} cm3/mol")
print(f"Vapour density: {rho_v:.4f} kg/m3")
print(f"Saturation slope L rho_v/T: {L*rho_v/T0:.0f} Pa/K")
print(f"Core conductivity: {k_core:.3e} W/(m K)")
print(f"Core over copper conductivity: {k_core/k_copper:.0f}")
print(f"Gap where core equals copper: {gap_equal*1e6:.1f} um")
print(f"Whole-stack conductivity: {k_stack:.3e} W/(m K)")
print(f"Stack thickness: {stack*1e3:.1f} mm")
print(f"Core conductivity at 320 K: {core_k(320.0):.3e} W/(m K)")
print(f"Core conductivity at 340 K: {core_k(340.0):.3e} W/(m K)")
print(f"Sensitivity d ln k/dT: {100*sensitivity:.2f} %/K")
print(f"Peak mass flow per width: {m0:.3e} kg/(m s)")
print(f"Peak mean vapour speed: {speed:.2f} m/s")
print(f"Peak core heat flux: {Q/(W*h):.2e} W/m2")
print(f"Peak Reynolds number (length 2h): {2*m0/mu_v:.1f}")
print(f"Lateral drop, linear formula: {drop_linear:.4f} K")
print(f"Lateral drop, full integration: {drop_full:.4f} K")
print(f"Finite-load increase: {100*(drop_full/drop_linear-1):.2f} %")
print(f"Mean free path: {free_path*1e6:.3f} um; Kn: {Kn:.5f}")
print(f"Slip raises k by: {100*(slip_gain-1):.2f} %")
print(f"Wall Reynolds number, evaporator: {Re_evap:.3f}")
print(f"Wall Reynolds number, condenser: {Re_cond:.4f}")
print(f"Inertia coefficient, numerical: {inertia_slope:.5f}")
print(f"Inertia on gradient, evaporator: {100*(f_evap-1):.2f} %")
print(f"Inertia on gradient, condenser: {100*(f_cond-1):.2f} %")
print(f"Inertia on total pressure fall: {100*inertia_net:.4f} %")
print(f"Nonideality raises density by: {100*density_shift:.2f} %")
print(f"Liquid/vapour resistance ratio: {R_liq/R_vap:.2e}")
print(f"Copper/core sheet conductance: "
      f"{100*k_copper*t_copper/(k_core*h):.2f} %")
print(f"Vapour offset from saturation: {vapour_offset:.4f} K")
print(f"Gap/width ratio: {100*h/W:.2f} %")
print(f"Interface drops, accommodation 1: {interface_drop(1.0):.4f} K")
print(f"Interface drops, accommodation 0.1: {interface_drop(0.1):.4f} K")
print(f"Drops through wick, both ends: {wick_drop:.3f} K")
print(f"Vapour pressure fall: {vapour_fall:.0f} Pa")
print(f"Liquid pressure fall: {liquid_fall:.0f} Pa")
print(f"Capillary pressure available: {capillary:.0f} Pa")
print(f"Liquid head if stood upright: {head:.0f} Pa")
print("success")
```

It prints:

```
vdW test, worst error of k: 2.3e-08
vdW test, worst error of saturation slope: 3.3e-08
Temperature: 330 K; vapour pressure: 17 kPa
Molar mass: 18 g/mol; latent heat: 2.4 MJ/kg
Viscosity, vapour: 11 uPa s
Viscosity, liquid: 0.5 mPa s
Liquid density: 980 kg/m3
Gap: 0.2 mm; width: 50 mm; load: 10 W
Heated length: 10 mm; cooled: 70 mm
Wick: 0.1 mm, permeability 5e-11 m2
Wick conductivity: 5 W/(m K)
Pore radius: 50 um; tension: 0.065 N/m
Copper: 390 W/(m K), total 0.2 mm
Vapour heat capacity: 2000 J/(kg K)
Vapour molecular conductivity: 0.02 W/(m K)
Second virial coefficient: -800 cm3/mol
Vapour density: 0.1115 kg/m3
Saturation slope L rho_v/T: 811 Pa/K
Core conductivity: 6.579e+04 W/(m K)
Core over copper conductivity: 169
Gap where core equals copper: 15.4 um
Whole-stack conductivity: 2.647e+04 W/(m K)
Stack thickness: 0.5 mm
Core conductivity at 320 K: 2.697e+04 W/(m K)
Core conductivity at 340 K: 1.519e+05 W/(m K)
Sensitivity d ln k/dT: 8.63 %/K
Peak mass flow per width: 8.333e-05 kg/(m s)
Peak mean vapour speed: 3.74 m/s
Peak core heat flux: 1.00e+06 W/m2
Peak Reynolds number (length 2h): 15.2
Lateral drop, linear formula: 0.6080 K
Lateral drop, full integration: 0.6246 K
Finite-load increase: 2.72 %
Mean free path: 0.317 um; Kn: 0.00158
Slip raises k by: 0.95 %
Wall Reynolds number, evaporator: 0.152
Wall Reynolds number, condenser: -0.0216
Inertia coefficient, numerical: 0.19286
Inertia on gradient, evaporator: 2.93 %
Inertia on gradient, condenser: -0.42 %
Inertia on total pressure fall: 0.0015 %
Nonideality raises density by: 0.50 %
Liquid/vapour resistance ratio: 7.85e-05
Copper/core sheet conductance: 0.59 %
Vapour offset from saturation: 0.0127 K
Gap/width ratio: 0.40 %
Interface drops, accommodation 1: 0.0059 K
Interface drops, accommodation 0.1: 0.1126 K
Drops through wick, both ends: 0.457 K
Vapour pressure fall: 500 Pa
Liquid pressure fall: 340 Pa
Capillary pressure available: 2600 Pa
Liquid head if stood upright: 769 Pa
success
```
